# Hydrogen 2s and 2p photoionization by the Burgess recursion: verification in Python

```python
"""
Photoionization of hydrogen 2s and 2p (fixed nucleus, nonrelativistic, dipole).
Result under test: the ladder (Burgess) recursion turns the single integral
<2p|r|kappa d> into <2s|r|kappa p> and <2p|r|kappa s>; the cross section is
  sigma = (4 pi^2 alpha/3) omega a0^2 sum_l' max(l,l')/(2l+1) R(l,l')^2.
Atomic units: electron energy kappa^2/2, photon energy omega=(1+4 kappa^2)/8.
R is a radial integral with a continuum function normalized per hartree.
y = omega / threshold energy = 1 + 4 kappa^2.
Independent side: numerical radial equation, quadrature, and sum rules.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import eval_genlaguerre, gammaln
from sympy.physics.wigner import gaunt

alpha = const.fine_structure
bohr = const.physical_constants["Bohr radius"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
megabarn_per_a02 = bohr**2 / 1e-22

# Gauss-Legendre grid covering the bound 2l and 3l functions
nodes, node_weights = np.polynomial.legendre.leggauss(400)
r_grid = 60.0 * (nodes + 1.0)
w_grid = 60.0 * node_weights


def bound_function(n, l, r):
    """Normalized r*R_nl(r), positive near the origin."""
    x = 2.0 * r / n
    log_norm = 0.5 * (gammaln(n - l) - gammaln(n + l + 1)) - np.log(n)
    return (np.exp(log_norm - x / 2) * x**(l + 1)
            * eval_genlaguerre(n - l - 1, 2 * l + 1, x))


def continuum_function(kappa, l):
    """Integrate the radial equation; normalize by the outer amplitude."""
    r_start = 1e-4
    r_end = 3000.0 if kappa == 0 else 400.0

    def rhs(r, state):
        k_squared = kappa**2 + 2 / r - l * (l + 1) / r**2
        return [state[1], -k_squared * state[0]]

    start = [1 - r_start / (l + 1),
             (l + 1) / r_start - (l + 2) / (l + 1)]
    sol = solve_ivp(rhs, (r_start, r_end), start, method="DOP853",
                    t_eval=np.append(r_grid, r_end), rtol=1e-10, atol=1e-10)
    assert sol.success
    v, dv = sol.y[0, -1], sol.y[1, -1]
    k = np.sqrt(kappa**2 + 2 / r_end - l * (l + 1) / r_end**2)
    dk = (-2 / r_end**2 + 2 * l * (l + 1) / r_end**3) / (2 * k)
    amplitude_squared = k * v**2 + (dv + dk * v / (2 * k))**2 / k
    return sol.y[0, :-1] * np.sqrt(2 / np.pi / amplitude_squared)


def integral(n, l, other, power=1):
    return np.sum(w_grid * bound_function(n, l, r_grid)
                  * r_grid**power * other)


def coulomb_factor(kappa):
    return 1.0 if kappa == 0 else -np.expm1(-2 * np.pi / kappa)


def recursion_integrals(kappa):
    """Closed starting value for 2p->d, then one ladder step downward."""
    y = 1 + 4 * kappa**2
    exponent = 4.0 if kappa == 0 else 2 * np.arctan(2 * kappa) / kappa
    pd = (1024 / np.sqrt(6) * np.sqrt((1 + kappa**2) * y
          / coulomb_factor(kappa)) * y**-4.0 * np.exp(-exponent))
    b1 = np.sqrt(1 - 1 / 4)
    c1, c2 = np.sqrt(1 + kappa**2), np.sqrt(1 / 4 + kappa**2)
    return {"sp": 3 * c2 * pd / (2 * b1), "pd": pd,
            "ps": c2 * pd / (2 * c1)}


# initial l, final l, weight max(l,l')/(2l+1)
channels = {"sp": (0, 1, 1.0), "pd": (1, 2, 2 / 3), "ps": (1, 0, 1 / 3)}


def cross_sections(kappa, radial=None):
    """Channel cross sections in a0^2."""
    radial = recursion_integrals(kappa) if radial is None else radial
    omega = (1 + 4 * kappa**2) / 8
    return {c: 4 * np.pi**2 * alpha / 3 * omega * channels[c][2]
            * radial[c]**2 for c in channels}


# Angular weights from explicit integrals of three spherical harmonics
for l, lp, weight in channels.values():
    total = sum(4 * np.pi / 3 * float(gaunt(lp, 1, l, -m, 0, m))**2
                for m in range(-min(l, lp), min(l, lp) + 1))
    assert abs(3 * total / (2 * l + 1) - weight) < 1e-12

# Direct quadrature with numerical continuum functions
direct_threshold = None
waves_half = None
for y in (1.0, 2.0, 4.0):
    kappa = np.sqrt((y - 1) / 4)
    waves = [continuum_function(kappa, l) for l in range(3)]
    direct = {c: integral(2, channels[c][0], waves[channels[c][1]])
              for c in channels}
    formula = recursion_integrals(kappa)
    for c in channels:
        assert abs(direct[c] / formula[c] - 1) < 1e-4, (y, c)
    for l in (0, 1):
        assert abs(integral(2, l, waves[l], power=0)) < 1e-4
    r1 = r_grid[0]
    origin = np.sqrt((1 + kappa**2) * y / coulomb_factor(kappa)) / 15
    assert abs(waves[2][0] / (r1**3 * (1 - r1 / 3)) / origin - 1) < 1e-4
    if y == 1.0:
        direct_threshold = cross_sections(kappa, direct)
    if y == 2.0:
        waves_half = waves

# Two-term recursion at n=3, l=1, kappa=1/2, where no term drops out
b1, b2 = np.sqrt(1 - 1 / 9), np.sqrt(1 / 4 - 1 / 9)
c1, c2 = np.sqrt(1 + 1 / 4), np.sqrt(1 / 4 + 1 / 4)
s_to_p = integral(3, 0, waves_half[1])
p_to_s = integral(3, 1, waves_half[0])
p_to_d = integral(3, 1, waves_half[2])
d_to_p = integral(3, 2, waves_half[1])
p_to_p = integral(3, 1, waves_half[1])
scale = abs(c2 * p_to_d) + abs(b2 * d_to_p)
identities = [
    b1 * s_to_p - (c2 * p_to_d - p_to_p / 2),
    b2 * d_to_p - (-c2 * p_to_d - p_to_p),
    2 * b1 * s_to_p - (3 * c2 * p_to_d + b2 * d_to_p),
    2 * c1 * p_to_s - (3 * b2 * d_to_p + c2 * p_to_d)]
assert max(abs(v) for v in identities) < 1e-4 * scale

# Closure and oscillator-strength sums over bound and free states
n_max = 60
closure, strength = {}, {}
for c, (l, lp, weight) in channels.items():
    bound_r2 = bound_f = 0.0
    for n in range(lp + 1, n_max + 1):
        r2 = integral(2, l, bound_function(n, lp, r_grid))**2
        f = 2 / 3 * (1 / 8 - 1 / (2 * n**2)) * weight * r2
        bound_r2 += r2
        bound_f += f
    tail = n_max**3 / (2 * (n_max + 0.5)**2)  # strengths fall as n^-3
    bound_r2 += r2 * tail
    bound_f += f * tail
    free_r2 = quad(lambda k: k * recursion_integrals(k)[c]**2,
                   0, np.inf, limit=200)[0]
    free_f = quad(lambda k: k * cross_sections(k)[c], 0, np.inf,
                  limit=200)[0] / (2 * np.pi**2 * alpha)
    expected = integral(2, l, bound_function(2, l, r_grid), power=2)
    assert abs((bound_r2 + free_r2) / expected - 1) < 1e-4, c
    closure[c] = (bound_r2, free_r2, expected)
    strength[c] = (bound_f, free_f)
f_2s = sum(strength["sp"])
f_2p = sum(strength["pd"]) + sum(strength["ps"])
assert abs(f_2s - 1) < 1e-4 and abs(f_2p - 1) < 1e-4

# Closed threshold values against the direct numerical cross sections
unit = np.pi**2 * alpha * np.exp(-8)
closed = {"sp": 2**16 / 3 * unit, "pd": 2**19 / 27 * unit,
          "ps": 2**14 / 27 * unit}
for c in channels:
    assert abs(direct_threshold[c] / closed[c] - 1) < 2e-4


def shell_totals(y):
    s = cross_sections(np.sqrt((y - 1) / 4))
    return np.array([s["sp"], s["pd"] + s["ps"]])


def log_slope(y, step):
    return (np.log(shell_totals(y * (1 + step)) / shell_totals(y))
            / np.log(1 + step))


slope_threshold = log_slope(1.0, 1e-4)
slope_high = log_slope(4e6, 1e-2)
assert np.allclose(slope_threshold, [-25 / 12, -101 / 33], atol=2e-3)
assert np.allclose(slope_high, [-3.5, -4.5], atol=1e-2)

# Channel ratio from the formula and from numerical waves at y=2
direct_half = {c: integral(2, channels[c][0], waves_half[channels[c][1]])
               for c in channels}
s_half = cross_sections(0.5, direct_half)
assert abs(s_half["ps"] / s_half["pd"] / (2 / (32 * 1.25)) - 1) < 2e-4
s_far = cross_sections(1e3)
assert abs(s_far["ps"] / s_far["pd"] - 1 / 8) < 1e-5

radial0 = recursion_integrals(0.0)
sigma0 = cross_sections(0.0)
print(f"fine-structure constant = {alpha:.8f} (dimensionless)")
print(f"1 a0^2 = {megabarn_per_a02:.4f} Mb")
print(f"n=2 threshold photon energy = {hartree_ev / 8:.4f} eV")
print("Threshold radial integrals, a0 hartree^(-1/2):")
for c, name in (("pd", "2p->d"), ("sp", "2s->p"), ("ps", "2p->s")):
    print(f"  {name}: {radial0[c]:.5f}")
print("Threshold cross sections: recursion a0^2, recursion Mb, direct Mb")
for c, name in (("sp", "2s->p"), ("pd", "2p->d"), ("ps", "2p->s")):
    print(f"  {name}: {sigma0[c]:.5f}  {sigma0[c] * megabarn_per_a02:.4f}"
          f"  {direct_threshold[c] * megabarn_per_a02:.4f}")
total_2p = sigma0["pd"] + sigma0["ps"]
print(f"  2p total: {total_2p:.5f} a0^2 = "
      f"{total_2p * megabarn_per_a02:.4f} Mb")
print("omega/threshold, kappa (1/a0), then Mb: 2s, 2p->d, 2p->s, 2p; s/d")
for y in (1.0, 1.5, 2.0, 4.0, 8.0):
    kappa = np.sqrt((y - 1) / 4)
    s = {c: v * megabarn_per_a02 for c, v in cross_sections(kappa).items()}
    print(f"  {y:.1f} {kappa:.4f} {s['sp']:.4f} {s['pd']:.4f} "
          f"{s['ps']:.4f} {s['pd'] + s['ps']:.4f} {s['ps'] / s['pd']:.5f}")
print("Closure sums, a0^2: bound part, free part, sum, <r^2>")
for c, name in (("sp", "2s->p"), ("pd", "2p->d"), ("ps", "2p->s")):
    b, f, e = closure[c]
    print(f"  {name}: {b:.4f} {f:.4f} {b + f:.4f} {e:.4f}")
print("Oscillator strength (dimensionless): bound, free, sum")
print(f"  2s: {strength['sp'][0]:.5f} {strength['sp'][1]:.5f} {f_2s:.5f}")
bound_2p = strength["pd"][0] + strength["ps"][0]
free_2p = strength["pd"][1] + strength["ps"][1]
print(f"  2p: {bound_2p:.5f} {free_2p:.5f} {f_2p:.5f}")
print(f"Threshold log slopes 2s, 2p: {slope_threshold[0]:.3f}, "
      f"{slope_threshold[1]:.3f} (dimensionless)")
print(f"High-energy log slopes 2s, 2p: {slope_high[0]:.3f}, "
      f"{slope_high[1]:.3f} (dimensionless)")
print(f"Largest n=3 recursion residual / scale below 1e-4: "
      f"{max(abs(v) for v in identities) / scale:.1e}")
print("verified")
```

Running it gives:

```
fine-structure constant = 0.00729735 (dimensionless)
1 a0^2 = 28.0029 Mb
n=2 threshold photon energy = 3.4014 eV
Threshold radial integrals, a0 hartree^(-1/2):
  2p->d: 7.65678
  2s->p: 6.63097
  2p->s: 1.91420
Threshold cross sections: recursion a0^2, recursion Mb, direct Mb
  2s->p: 0.52780  14.7799  14.7801
  2p->d: 0.46915  13.1376  13.1378
  2p->s: 0.01466  0.4106  0.4106
  2p total: 0.48382 a0^2 = 13.5482 Mb
omega/threshold, kappa (1/a0), then Mb: 2s, 2p->d, 2p->s, 2p; s/d
  1.0 0.0000 14.7799 13.1376 0.4106 13.5482 0.03125
  1.5 0.3536 6.1741 3.6587 0.1524 3.8112 0.04167
  2.0 0.5000 3.2139 1.4284 0.0714 1.4998 0.05000
  4.0 0.8660 0.5977 0.1328 0.0095 0.1423 0.07143
  8.0 1.3229 0.0963 0.0107 0.0010 0.0117 0.09091
Closure sums, a0^2: bound part, free part, sum, <r^2>
  2s->p: 39.5304 2.4696 42.0000 42.0000
  2p->d: 27.7001 2.2999 30.0000 30.0000
  2p->s: 29.8194 0.1806 30.0000 30.0000
Oscillator strength (dimensionless): bound, free, sum
  2s: 0.64891 0.35109 1.00000
  2p: 0.80926 0.19075 1.00000
Threshold log slopes 2s, 2p: -2.083, -3.061 (dimensionless)
High-energy log slopes 2s, 2p: -3.498, -4.498 (dimensionless)
Largest n=3 recursion residual / scale below 1e-4: 2.3e-07
verified
```
